# High R² in a wide window does not certify the band-edge mass

A parabola fitted to band energies over a wider $k$ interval can have a higher $R^2$ and a worse band-edge mass. For a band

$$E(k)=E_0+a k^2+b k^4+\dots,\qquad a=\frac{\hbar^2}{2m^*},$$

sampled evenly and densely on $0\le k\le K$, the least-squares fit $c_0+c_2k^2$ gives, to leading order in the window,

$$c_2=a+\tfrac{6}{7}\,bK^2 .$$

The error has a definite sign and grows as $K^2$. If the energies carry independent errors of standard deviation $\sigma$, $R^2$ still rises with $K$ at first. The window of highest $R^2$ is wider than the window of smallest rms slope error by the factor $[45(N-2)/4]^{1/8}$, where $N$ is the fixed number of energies.

The noise is essential. For an error-free band with these two terms, $R^2$ falls as the window widens, as long as the fitted slope stays positive. Noisy energies make the wide window look better.

## The counter-example

Take a conduction band coupled to one valence band across a gap $G$, with coupling $P$ real and positive:

$$H(k)=\begin{pmatrix}G/2&Pk\\Pk&-G/2\end{pmatrix}.$$

Its eigenvalues satisfy $\lambda^2=G^2/4+P^2k^2$. Measured from the conduction-band edge at $G/2$, and with $a=P^2/G$, the upper one is

$$E(k)=\frac G2\left(\sqrt{1+\frac{4ak^2}{G}}-1\right).$$

With $y=4ak^2/G$, the expansion $\sqrt{1+y}=1+y/2-y^2/8+y^3/16-\dots$ gives

$$E=ak^2-\frac{a^2}{G}k^4+\frac{2a^3}{G^2}k^6-\dots$$

Hence $b=-a^2/G$, and the sextic coefficient is $c=2a^3/G^2$. The round parameters $m^*=0.05\,m_0$ and $G=1$ eV give $a=0.7620$ eV nm², $b=-0.5806$ eV nm⁴ and $c=0.8849$ eV nm⁶.

Each fit uses $N=20$ energies at the midpoints of 20 equal cells between 0 and $K$. By the symmetry $E(k)=E(-k)$, one side suffices. On this midpoint mesh the coefficient $6/7=0.857$ becomes 0.855. On 20 points that include both ends of the window it is 0.892, while the ratio of the two best windows hardly changes. Each energy receives an independent Gaussian error with $\sigma=0.30$ meV, close to the 0.289 meV rms error of rounding to 1 meV. For each window 20,000 such data sets were fitted. Bias is the slope error of the noise-free fit, scatter is the standard deviation of the noisy slopes, and both are relative to the true $a$.

| $K$ (nm⁻¹) | mean $R^2$ | bias (%) | scatter (%) | rms error (%) |
|---|---|---|---|---|
| 0.10 | 0.98433 | −0.64 | 2.98 | 3.05 |
| 0.15 | 0.99679 | −1.43 | 1.32 | 1.93 |
| 0.20 | 0.99891 | −2.48 | 0.73 | 2.58 |
| 0.30 | 0.99954 | −5.28 | 0.33 | 5.29 |
| 0.40 | 0.99928 | −8.73 | 0.19 | 8.74 |

Doubling the window from 0.15 to 0.30 nm⁻¹ raises $R^2$ from 0.9968 to 0.9995 and raises the rms slope error from 1.9 % to 5.3 %. This is not an effect of averaging: when the data sets of the two windows are paired, the wider one has both the higher $R^2$ and the larger slope error in 99.8 % of the pairs.

The bias follows from the opening formula. At $K=0.30$ nm⁻¹,

$$\frac67\,\frac{bK^2}{a}=\frac67\times\frac{-0.5806\times0.0900}{0.7620}=-5.9\,\% .$$

The computed value is −5.28 %; the sextic term, treated below, accounts for the difference to within 0.1 percentage points. Since mass is inversely proportional to slope, the noise-free fit gives $0.05/(1-0.0528)=0.0528\,m_0$, which is 5.6 % too heavy. The small scatter of 0.33 % shows that the wrong value is reproducible.

## The general statement

Assume that the band is even and smooth at its edge, that $a>0$ and $b\ne0$, and that the energy errors are independent with zero mean and common variance $\sigma^2$. Let $N$ be large enough for sums over the mesh to be replaced by integrals. Define

$$\beta=\frac{bK^2}{a}.$$

Then, to leading order in small $\beta$ at the windows concerned:

1. The slope has relative bias $6\beta/7$, whatever the noise.
2. $R^2$ is highest near $K_R$, where
$$K_R^8=\frac{45\cdot245}{64}\left(1-\frac2N\right)\frac{\sigma^2}{b^2}.$$
3. The rms slope error is smallest at $K_M$, where
$$K_M^8=\frac{245}{16}\,\frac{\sigma^2}{Nb^2}.$$
4. Therefore $K_R/K_M=[45(N-2)/4]^{1/8}$.

"Highest $R^2$" here means the smallest ratio of the expected residual sum of squares to the expected total sum of squares. An individual data set fluctuates about this behaviour.

## Proof: where the quartic term goes

Put $x=k/K$ and $u=x^2$. Under uniform sampling the average of $x^n$ is $\langle x^n\rangle=1/(n+1)$. The averages needed are

$$\langle u\rangle=\tfrac13,\quad \langle u^2\rangle=\tfrac15,\quad \langle u^3\rangle=\tfrac17,\quad \langle u^4\rangle=\tfrac19 .$$

A least-squares line with a free intercept has slope equal to covariance divided by variance. Fitting $u^2$ by a line in $u$ therefore requires

$$\operatorname{var}u=\frac15-\frac19=\frac4{45},\qquad
\operatorname{cov}(u^2,u)=\frac17-\frac15\cdot\frac13=\frac8{105}.$$

The slope is $(8/105)(45/4)=6/7$, and the intercept is $1/5-(6/7)(1/3)=-3/35$. Restoring the units with $k^4=K^4u^2$ and $k^2=K^2u$,

$$k^4\;\longrightarrow\;\frac67K^2k^2-\frac3{35}K^4 .$$

The fit is linear in the data, so $ak^2$ contributes $a$ to the slope and $bk^4$ contributes $(6/7)bK^2$. Their sum is the stated $c_2$, which proves the first claim, since noise of zero mean does not change the average slope. The fitted mass is

$$\frac{m_{\rm fit}}{m^*}=\frac{a}{c_2}=\frac1{1+6\beta/7}.$$

A negative $b$, for a band that flattens away from its edge, makes the mass too heavy. A positive $b$ makes it too light.

The same averages show why the fit quality hardly responds. The variance of the quartic term is

$$\operatorname{var}u^2=\frac19-\frac1{25}=\frac{16}{225},$$

and the part carried by the fitted line is $(6/7)^2(4/45)=16/245$. The fraction absorbed by the slope is

$$\frac{16/245}{16/225}=\frac{45}{49}\approx91.8\,\% .$$

Only the fraction $4/49$ remains in the residuals, where $R^2$ can register it. The absorbed part counts as explained variance, although it is the part that corrupts the slope.

Without noise, the residual variance is $b^2K^8(16/225)(4/49)=b^2K^8\,(64/11025)$, and the explained variance is $c_2^2K^4(4/45)$. Dividing both by $a^2K^4(4/45)$, and using $(64/11025)(45/4)=16/245$, gives

$$1-R^2=\frac{\frac{16}{245}\beta^2}{\left(1+\frac67\beta\right)^2+\frac{16}{245}\beta^2}.$$

This depends on the square of $\beta/(1+6\beta/7)$, whose derivative with respect to $\beta$ is $(1+6\beta/7)^{-2}>0$. Hence $R^2$ falls as $|\beta|$ grows from zero, for either sign of $b$, as long as the fitted slope stays positive. The error-free energies of the example behave in the same way: $R^2$ falls from 0.999996 at $K=0.10$ nm⁻¹ to 0.999353 at 0.40 nm⁻¹.

## Proof: what noise does to the two optima

A two-parameter fit leaves $N-2$ independent directions in the space of residuals, and noise puts an average $\sigma^2$ into each. Its cross term with the band misfit averages to zero. The expected residual sum of squares is therefore

$$\frac{64}{11025}Nb^2K^8+(N-2)\sigma^2 .$$

To leading order the total sum of squares is $\frac4{45}Na^2K^4$. The corrections to it are of relative order $\beta$ and of the order of the small quantity $1-R^2$ itself. The quotient is

$$1-R^2\simeq\frac1{a^2}\left[\frac{16}{245}b^2K^4+\frac{45}{4}\left(1-\frac2N\right)\frac{\sigma^2}{K^4}\right].$$

The second term explains the attraction of a wide window: the energy range grows as $K^2$ while the noise stays fixed. A function $AK^4+B/K^4$ has derivative $4AK^3-4B/K^5$, which vanishes at $K^8=B/A$, where the two terms are equal. Inserting $A$ and $B$ gives $K_R$.

For the slope, write $S=\sum_j(k_j^2-\overline{k^2})^2=\frac4{45}NK^4$. The noise in $c_2$ is $\sum_j(k_j^2-\overline{k^2})\,\epsilon_j/S$, with $\epsilon_j$ the error of energy $j$, so its variance is $\sigma^2/S$. Adding the squared bias,

$$\langle(c_2-a)^2\rangle=\frac{36}{49}b^2K^4+\frac{45\sigma^2}{4NK^4}.$$

The same minimization gives $K_M^8=\frac{45}{4N}\cdot\frac{49}{36}\,\sigma^2/b^2=\frac{245}{16}\,\sigma^2/(Nb^2)$. Dividing the two results,

$$\left(\frac{K_R}{K_M}\right)^8=\frac{45\cdot245}{64}\cdot\frac{N-2}{N}\cdot\frac{16N}{245}=\frac{45(N-2)}4 ,$$

which completes the proof.

The noise level and the quartic coefficient cancel from the ratio. They do set the regime: since $K_R^4\propto\sigma/|b|$, $\beta^2$ at $K_R$ is proportional to $\sigma|b|/a^2$, which must be small. In the two-band model this combination is $\sigma/G=3\times10^{-4}$. The bias at $K_R$ scales as the square root of the noise, so energies a hundred times more precise reduce it tenfold if the window is chosen again by $R^2$. For the full band of the example its size is 5.2 % at $\sigma=0.3$ meV, 1.7 % at 0.03 meV and 0.5 % at 0.003 meV.

More points do not have that effect. As $N$ grows at fixed $\sigma$, $K_R$ tends to a constant while $K_M$ shrinks as $N^{-1/8}$. Nor does adjusted $R^2$ help: its unexplained fraction is $(1-R^2)(N-1)/(N-2)$, a constant multiple at fixed $N$, with its minimum at the same window.

If instead the mesh spacing $\Delta$ is held fixed, then $N=K/\Delta$ and the slope variance falls as $K^{-5}$. Setting the derivative of the mean square error to zero now gives

$$K_M^9=\frac54\cdot\frac{245}{16}\,\frac{\sigma^2\Delta}{b^2}.$$

For large $N$, $K_R$ is unchanged, and $\sigma^2/b^2=64K_R^8/(45\cdot245)$. Substitution yields $K_M^9=K_R^8\Delta/9$, or

$$\frac{K_R}{K_M}=(9N_R)^{1/9},\qquad N_R=\frac{K_R}{\Delta}.$$

For $N_R=20$ this is about 1.8. The highest-$R^2$ window is again too wide.

## Reading the numbers

In the example the formulas give $K_R=0.283$ and $K_M=0.146$ nm⁻¹, a ratio of 1.94. Numerical minimization with the full band gives 0.298 and 0.148 nm⁻¹, a ratio of 2.02. The table shows the mechanism. From $K=0.15$ to 0.30 nm⁻¹ the misfit part of $1-R^2$ rises from about $0.2\times10^{-4}$ to $2.4\times10^{-4}$, but the noise part falls from about $32\times10^{-4}$ to $2.2\times10^{-4}$. The fall in noise dominates the score.

The sextic term explains the main departures from leading order. Its contribution to the slope follows from

$$\frac{\operatorname{cov}(u^3,u)}{\operatorname{var}u}=\left(\frac19-\frac1{21}\right)\frac{45}4=\frac57,$$

so it adds $\frac57cK^4/a=+0.7\,\%$ at $K=0.30$ nm⁻¹ and turns −5.9 % into −5.2 %. It also weakens the misfit. The polynomial

$$r(x)=x^6-\frac{15}{11}x^4+\frac5{11}x^2-\frac5{231}$$

is orthogonal to $1$, $x^2$ and $x^4$ on $[0,1]$. The three integrals are $(33-63+35-5)/231$, $(77-135+63-5)/693$ and $(63-105+45-3)/693$, all zero. Thus $k^6$ acts in the quartic channel as $\frac{15}{11}K^2k^4$, and to this order the effective quartic coefficient is $b+\frac{15}{11}cK^2$. At this window it is −0.47 instead of −0.58 eV nm⁴; the full band gives −0.49. A weaker misfit lets $R^2$ keep rising a little longer, which moves the optimum outward.

The quoted standard error gives no warning either. Bias grows as $K^2$ and scatter falls as $K^{-2}$, so their ratio grows as $K^4$. It is one at $K_M$, where the two terms of the mean square error are equal, and at $K_R$ it is

$$\left(\frac{K_R}{K_M}\right)^4=\sqrt{\frac{45(N-2)}4}=14.2\quad(N=20).$$

A fitting routine estimates the noise variance from the residuals. At $K_R$ misfit and noise contribute equally, so the estimate is $2\sigma^2$ and the reported error is $\sqrt2$ times the true scatter. The bias is still 10.1 reported errors to leading order, and 10.95 for the full band at its numerical optimum.

The conclusion survives a different kind of noise. When the energies are rounded to 1 meV after a random shift of the energy zero, the errors are no longer Gaussian or independent. From $K=0.15$ to 0.30 nm⁻¹, mean $R^2$ rises from 0.9968 to 0.9996 and the rms slope error rises from 1.6 % to 5.3 %. The narrow-window value depends on how the mesh energies fall on the rounding grid: it lies between 1.6 % and 2.4 % for $K$ from 0.13 to 0.17 nm⁻¹.

## Detecting and reducing the bias

The shape of the residuals carries information that their sum of squares discards. For the quartic term the residual is $bK^4(x^4-\frac67x^2+\frac3{35})$. Its bracket is $3/35$ at the band edge, negative in the middle, and $8/35$ at the window's end. At $K=0.30$ nm⁻¹ the last of the 20 energies lies at $x=0.975$, where the bracket is 0.175. With the effective quartic coefficient of −0.47 eV nm⁴ found above, the misfit there is about 0.7 meV in size, roughly twice the 0.30 meV noise, so the pattern across all points is more telling than any single one. A systematic curve in the residuals is a reason to reject the parabola even when $R^2=0.9995$.

A second diagnostic is to halve the window. To leading order

$$c_2(K)-c_2(K/2)=\frac67b\left(K^2-\frac{K^2}4\right)=\frac34\cdot\frac67bK^2,$$

so the bias is $4/3$ of the change. For the noise-free fits at 0.30 and 0.15 nm⁻¹ this estimates −5.14 %, against the true −5.28 %. With noise, the scatter of 1.3 % in the narrow window limits the estimate.

A third step is to add a $k^4$ term to the fit. The quartic bias then disappears. By the polynomial $r(x)$, the leading remaining bias is $-\frac5{11}cK^4$, about −0.4 % at $K=0.30$ nm⁻¹; the computed value is −0.34 %. The price is scatter. Since $45/49$ of the variance of $k^2$ is shared with $k^4$, only $4/49$ is left to determine the slope, and the scatter grows by $\sqrt{49/4}=3.5$. At $K=0.30$ nm⁻¹ the rms error falls from 5.29 % to 1.22 %. At 0.15 nm⁻¹ the same factor would raise the scatter from 1.3 % to about 4.6 %, so there the quadratic fit is preferable.

Pinning the parabola to a known edge energy $E_0$ lowers the scatter by a third but removes little of the bias. The slope is then $\langle k^2(E-E_0)\rangle/\langle k^4\rangle$, and the quartic term adds $b\langle k^6\rangle/\langle k^4\rangle=\frac57bK^2$, five sixths of the free-intercept bias.

## Other bands and the limits of the result

The two-band form is not required. A tight-binding band $2t(1-\cos kd)$, with $t>0$ and site spacing $d$, has $a=td^2$ and $b=-td^4/12$. For small $Kd$ its relative slope bias is

$$-\frac67\,\frac{(Kd)^2}{12}=-\frac{(Kd)^2}{14}.$$

If $b=0$, the leading bias is $\frac57cK^4$ and the stated window formulas do not apply. They also fail at a cusp, such as the tip of a linear band crossing, where no even power series about the edge exists. Spin splitting is a milder exception: an added $\pm\gamma k^3/2$ shifts the slope of one branch, fitted on $k\ge0$ only, by $\pm\frac{15}{16}\frac{\gamma}{2}K$, because $\operatorname{cov}(x^3,x^2)/\operatorname{var}x^2=(\frac16-\frac1{12})\frac{45}4=\frac{15}{16}$.

The parameters lie in the rough range of light-electron III–V transistor channels, with masses of some hundredths of $m_0$ and gaps near 1 eV. At $K=0.30$ nm⁻¹ the free-electron term omitted from $H$, added with the total $a$ held fixed, changes the bias from −5.28 % to −4.79 %. A split-off valence band 0.3 eV below the valence edge, added in the Kane model at the same $G$ and $a$, moves it further to −4.50 %. A quartic coefficient 20 % larger in one direction creates a false mass anisotropy of 1.25 %. In zinc-blende crystals the cubic spin splitting depends on direction: it vanishes along [100] and [111]. Along [110], $\gamma=0.02$ eV nm³, a rough typical strength, shifts one branch by 0.37 %. The gap matters far more. In the two-band model at fixed $P$, $a=P^2/G$, so a calculation that halves the gap also halves the mass, to $0.025\,m_0$, and no choice of window repairs that.

Devices also occupy states away from the edge. In this model, taken as isotropic in three dimensions, the conductivity mass, from the thermal average of the inverse mass for a dilute electron gas at 300 K, is $0.0564\,m_0$. At $10^{18}$ cm⁻³ and zero temperature, the mass $\hbar^2k/(dE/dk)$ at the Fermi level is $0.0568\,m_0$. Both are 13–14 % above the band-edge value. The first gives the mobility of the dilute gas if the scattering time does not depend on energy, the second that of the degenerate gas at low temperature. At 300 K a gas of $10^{18}$ cm⁻³ is only partly degenerate, since its Fermi energy of 68 meV is less than three times the thermal energy of 26 meV, and neither value applies: with an energy-independent scattering time, the Fermi–Dirac average gives $0.0598\,m_0$, above both. The wide-window fit, at $0.0528\,m_0$, reproduces neither of them. It weights states by the sampling mesh, not by their occupation. The numerical output below lists the main values used here.

## Numbers as computed

```
band-edge mass 0.050 m0, gap 1.00 eV, N = 20
energy noise 0.30 meV; 1 meV rounding rms 0.289 meV
a = 0.7620 eV nm^2, b = -0.5806 eV nm^4, c = 0.8849 eV nm^6
share of k^4 variance absorbed by slope: 91.8 %
K(1/nm) R2 exact  R2 noisy  slope bias% scatter% rms%  mass(m0)
0.10    0.999996  0.98433     -0.64     2.98    3.05  0.05032
0.15    0.999982  0.99679     -1.43     1.32    1.93  0.05072
0.20    0.999946  0.99891     -2.48     0.73    2.58  0.05127
0.30    0.999760  0.99954     -5.28     0.33    5.29  0.05279
0.40    0.999353  0.99928     -8.73     0.19    8.74  0.05478
data sets where 0.30 has better R2, worse slope than 0.15: 99.8 %
highest-R2 window: formula 0.2832, numeric 0.2984 1/nm
best-slope window: formula 0.1458, numeric 0.1475 1/nm
ratio of windows: formula 1.942, numeric 2.024
highest-R2: R2 0.99954, mass 0.05276 m0, rms slope error 5.24 %
  |bias|/scatter 15.73, |bias|/reported error 10.95
best-slope: R2 0.99657, mass 0.05070 m0, rms slope error 1.94 %
  |bias|/scatter 1.01, |bias|/reported error 1.01
leading-order ratios at highest R2: 14.23 and 10.06
rounded to 1 meV, K 0.15: R2 0.99682, rms slope error 1.64 %
rounded to 1 meV, K 0.30: R2 0.99957, rms slope error 5.29 %
K 0.30 slope bias: true -5.28 %, from halved window -5.14 %
quartic fit, K 0.30: bias -0.34 %, scatter 1.17 %, rms 1.22 %
scatter of quartic fit / quadratic fit: 3.56
with free-electron term, K 0.30: slope bias -4.79 %
20 % larger |b| in one direction: false mass anisotropy 1.25 %
spin splitting 0.02 eV nm^3 (rough): one-branch slope shift 0.37 %
gap halved at fixed coupling: band-edge mass 0.0250 m0
kT at 300 K 25.85 meV; band energy at K 0.30: 64.4 meV
300 K nondegenerate conductivity mass 0.05641 m0
n = 1e+18 cm^-3: kF 0.3094 1/nm, EF 68.3 meV, mass at EF 0.05683 m0
```
